\section*{Radial pressure of a stressed thin coating on a fibre core}

Suppose that a metal coating on a glass fibre is known to carry a tensile stress of some $340$ MPa, and that the pressure of the coating on the glass is wanted. On a flat substrate, far from the film's edges, a uniformly stressed film exerts no normal traction at all, so carrying the flat result over to the fibre gives zero. Taking the glass to be squeezed by the coating stress itself gives $340$ MPa. For the fibre treated below both answers are wrong: the pressure is about $5.4$ MPa. It exists because the coating is curved, and it is much smaller than the coating stress because a thin strip of metal is balanced by a wide section of glass.

Let the core be a solid round cylinder of radius $R$, and let the coating occupy $R<r<R+h$. Tension counts as positive stress, and the pressure $p$ on the core is positive when the coating pushes inward. The hoop stress $\sigma_\theta$ acts around the circumference. Its average through the coating is
\begin{equation}
\sigma=\frac{1}{h}\int_R^{R+h}\sigma_\theta\,dr .
\label{mean}
\end{equation}
The stress is taken to be the same all around the fibre and all along it, the fibre is not twisted, and for the moment nothing presses on the outer surface. The ends of a real fibre, where stresses vary along the axis, are thereby left out. The claim is that
\begin{equation}
p=\frac{\sigma h}{R}.
\label{law}
\end{equation}

Take a length $L$ of the coated fibre, cut it by a plane containing the axis, and keep one half. It is at rest, so the forces on it add to zero. Consider the components normal to the cut. The state of stress is unchanged by reflection in the cutting plane, whereas a shear stress on that plane would change sign, so the cut carries normal stress alone. The two end faces also carry stresses, but since nothing varies along the fibre, the tractions on one end are equal and opposite to those on the other, and their sum vanishes. The curved outer surface is free. Only the forces on the cut remain.

The cut passes through the coating twice, exposing two strips of width $h$ and length $L$. In each the removed half pulls with force $\sigma hL$, by the definition \eqref{mean}. The cut also exposes the core, a rectangle of width $2R$ and length $L$. Let the mean compressive stress there be $c$, so that the removed half pushes with force $2RLc$. Pull and push must balance:
\begin{equation}
2\sigma hL=2RLc
\qquad\Longrightarrow\qquad
c=\frac{\sigma h}{R}.
\label{cut}
\end{equation}
The coating can be in tension only if the core is in compression across the same plane.

It remains to connect $c$ with the pressure at the interface. Remove the coating from the half fibre in thought, and replace it by the traction it exerts on the half core. By symmetry this traction has no component around the circumference, and it has the same radial value $p$ everywhere. Measure the angle $\theta$ from the cutting plane, so that the half circle runs from $\theta=0$ to $\theta=\pi$. A strip of the surface with area $RL\,d\theta$ feels the force $pRL\,d\theta$ towards the axis. Its component normal to the cut is $pRL\sin\theta\,d\theta$, and the sum is
\begin{equation}
\int_0^\pi pRL\sin\theta\,d\theta
=pRL\bigl[-\cos\theta\bigr]_0^\pi
=2pRL .
\label{arc}
\end{equation}
The components parallel to the cut contain $\int_0^\pi\cos\theta\,d\theta=0$ and cancel. The pressure thus acts as if on the projected width $2R$, not on the arc length $\pi R$. This force presses the half core against the cut, where the other half pushes back with $2RLc$. Hence $2pRL=2RLc$, so $p=c$, and \eqref{cut} gives \eqref{law}.

The half coating alone gives the same answer in one line. The core pushes it outward with $2pRL$, the two cut strips pull it back with $2\sigma hL$, and the balance is $pR=\sigma h$.

The thickness was never assumed small. With $\sigma$ defined as the average \eqref{mean} and $R$ as the radius of the interface, \eqref{law} holds for a thick coating too. Thinness matters when a single number is to stand for the hoop stress everywhere in the coating. Nor did elastic constants enter, or the cause of the stress: the balance is the same for an elastic coating and for one that has yielded plastically. The dimensions are those of the stressed body; using the unstressed ones makes a relative error of the order of the strain, here about $2\times10^{-3}$, mostly from the thinning of the coating.

If $\sigma$ is negative and the outer surface is free, $p$ is negative too: a compressed coating pulls outward on the core, and the bond between them must carry that pull. If $R$ grows at fixed $\sigma$ and $h$, then $p$ tends to zero, which recovers the flat film.

An ambient pressure $p_0$ on the outer surface is easily included. By the same projection as in \eqref{arc}, it pushes the half coating inward with force $2p_0(R+h)L$. The balance becomes $2pRL=2\sigma hL+2p_0(R+h)L$, or
\begin{equation}
p=\frac{\sigma h}{R}+p_0\left(1+\frac hR\right),
\label{ambient}
\end{equation}
where $\sigma$ is the hoop stress actually present under that pressure.

How far does the hoop stress depart from its average? Apply the balance to the outer part of the coating, from some radius $r$ to the free surface. The inward pressure on what lies beneath is $-\sigma_r(r)$, so $-r\sigma_r(r)=\int_r^{R+h}\sigma_\theta\,dr'$. Differentiating with respect to $r$ gives
\begin{equation}
\frac{d}{dr}(r\sigma_r)=\sigma_\theta
\qquad\text{or}\qquad
r\frac{d\sigma_r}{dr}+\sigma_r-\sigma_\theta=0 .
\label{local}
\end{equation}
Now let the coating be elastic, isotropic and at uniform temperature. With radial displacement $u(r)$ the strains are $u'$ radially, $u/r$ around the circumference, and a constant $e$ along the axis. Hooke's law, with Lam\'e constants $\lambda$ and $\mu$ and a constant thermal term $\beta$, reads
\begin{align}
\sigma_r&=\lambda\left(u'+\frac ur+e\right)+2\mu u'-\beta,\nonumber\\
\sigma_\theta&=\lambda\left(u'+\frac ur+e\right)+2\mu\frac ur-\beta .
\label{hooke}
\end{align}
Inserting these in \eqref{local} gives
\begin{equation}
\lambda r\left(u'+\frac ur\right)'+2\mu\left(ru''+u'-\frac ur\right)=0 .
\end{equation}
Since $(u'+u/r)'=u''+u'/r-u/r^2$, the second bracket is $r(u'+u/r)'$. The equation is therefore $(\lambda+2\mu)\,r\,(u'+u/r)'=0$, and $u'+u/r$ is constant through the coating. Adding the two lines of \eqref{hooke} gives
\begin{equation}
\sigma_r+\sigma_\theta=2(\lambda+\mu)\left(u'+\frac ur\right)+2\lambda e-2\beta ,
\end{equation}
which is constant as well. At the inner face $\sigma_r=-p$, and at the free outer face $\sigma_r=0$, so
\begin{equation}
\sigma_\theta(R)-\sigma_\theta(R+h)=p=\frac{\sigma h}{R}.
\label{drop}
\end{equation}
In a coating under tension the hoop stress is larger at the inner face, and the drop is the fraction $h/R$ of the average. This is the measure of thinness for an elastic coating.

Thermal mismatch is one source of $\sigma$. Let the fibre cool by $\Delta T>0$ from a temperature at which the coating is free of stress, and let subscripts $c$ and $f$ denote coating and core. Left alone, the coating would have strain $-\alpha_c\Delta T$. Bonded to a core that hardly gives way under the load, it is held to $-\alpha_f\Delta T$, both around and along the fibre. The difference is elastic strain:
\begin{equation}
\varepsilon_m=-\alpha_f\Delta T-(-\alpha_c\Delta T)=(\alpha_c-\alpha_f)\Delta T .
\end{equation}
With equal hoop and axial stress $\sigma_0$ and negligible radial stress, Hooke's law is $\varepsilon_m=(\sigma_0-\nu_c\sigma_0)/E_c$. Therefore
\begin{equation}
\sigma_0=\frac{E_c(\alpha_c-\alpha_f)\Delta T}{1-\nu_c},
\qquad
p_1=\frac{\sigma_0h}{R}.
\label{thermal}
\end{equation}
Unlike \eqref{law}, this is an approximation. It can be relied on when $h/R$ is small and the core is stiff enough that $E_ch/(E_fR)$ is small as well.

Take a silica fibre with $R=62.5\ \mu$m and a nickel coating with $h=1.0\ \mu$m, cooled from $400$ K to $300$ K. The stress-free temperature of $400$ K is an assumption of the example; plating from an aqueous bath takes place below $373$ K. Rough typical constants are $E_f=72$ GPa, $\nu_f=0.17$ and $\alpha_f=0.5\times10^{-6}$ K$^{-1}$ for silica, and $E_c=200$ GPa, $\nu_c=0.31$ and $\alpha_c=13.0\times10^{-6}$ K$^{-1}$ for nickel. The misfit strain is $12.5\times10^{-6}\times100=1.25\times10^{-3}$, and
\begin{equation}
\sigma_0=\frac{200\times10^3\ \text{MPa}\times1.25\times10^{-3}}{0.69}=362\ \text{MPa}.
\end{equation}
Each cut strip pulls with $362$ N per metre of fibre, the two together with $725$ N/m. Spread over the core's width of $125\ \mu$m, this is
\begin{equation}
p_1=362\ \text{MPa}\times\frac{1.0}{62.5}=5.8\ \text{MPa},
\end{equation}
or about $57$ atmospheres.

A separate calculation finds the displacements that minimise the elastic energy of core and coating together, without using the half-fibre balance. It reads the pressure from the stress in the core and $\sigma$ from the stress in the coating. For this fibre it gives a mean hoop stress of $340.42$ MPa and a core pressure of $5.447$ MPa, and $340.42/62.5$ is indeed $5.447$. The hoop stress falls from $343.2$ MPa at the inner face to $337.7$ MPa at the outer one, a drop equal to $p$, as \eqref{drop} requires. With the same cooling and $h/R=0.5$, the mean stress is $121.95$ MPa and the core pressure $60.97$ MPa, again in agreement with \eqref{law}. Dividing by the mean radius of the coating instead of $R$ would give $48.8$ MPa, so the thick case shows which radius belongs in the formula.

Axial stress has no place in the balance, though it can alter $\sigma$. When the fibre's axial strain is held at $+0.001$ in the same calculation, the axial stress in the coating rises from $330$ to $575$ MPa and the hoop stress from $340.4$ to $374.9$ MPa. The pressure becomes $5.998$ MPa, which is $374.9/62.5$. Heating by $100$ K instead of cooling, with the axial strain free again, reverses the signs: the hoop stress is $-340.4$ MPa, and the bond must carry a pull of $5.4$ MPa.

The elastic pressure is $6.0\%$ below $p_1$, and the reason can be worked out to first order in $h/R$. The core carries $-p$ in both transverse directions. Its axial stress $s$ follows from axial balance, $\pi R^2s+2\pi Rh\sigma_0=0$, so $s=-2\sigma_0h/R=-2p$: the glass is compressed about twice as strongly along the axis as across it. Hooke's law then gives the extra strains of the core,
\begin{align}
\delta_\theta&=\frac{-p-\nu_f(-p-2p)}{E_f}=-\frac{(1-3\nu_f)\,p}{E_f},\nonumber\\
\delta_z&=\frac{-2p-\nu_f(-p-p)}{E_f}=-\frac{2(1-\nu_f)\,p}{E_f}.
\end{align}
In the coating, eliminating the axial stress from Hooke's law shows how the hoop stress responds to changes of strain and radial stress:
\begin{equation}
\delta\sigma_\theta=\frac{E_c}{1-\nu_c^2}(\delta_\theta+\nu_c\delta_z)+\frac{\nu_c}{1-\nu_c}\,\delta\sigma_r .
\label{response}
\end{equation}
The core's strains thus lower $\sigma$ by the fraction
\begin{equation}
\frac{E_c}{E_f}\,\frac{(1-3\nu_f)+2\nu_c(1-\nu_f)}{1-\nu_c^2}\,\frac hR
=3.09\,\frac hR .
\end{equation}
The finite thickness of the coating lowers it further, in two ways. The mean radial stress is $-p/2$, which by \eqref{response} contributes the fraction $\nu_c h/[2(1-\nu_c)R]$. The hoop strain $u/r$ also decreases outward, with slope $(u'-u/r)/r$. The thermal strain cancels in $u'-u/r$, leaving the elastic part $[-2\nu_c-(1-\nu_c)]\sigma_0/E_c=-(1+\nu_c)\sigma_0/E_c$. Averaged over the thickness, this lowers the hoop strain by $(1+\nu_c)\sigma_0h/(2E_cR)$, and the stress by the fraction $h/[2(1-\nu_c)R]$. The two contributions add to
\begin{equation}
\frac{1+\nu_c}{2(1-\nu_c)}\,\frac hR=0.95\,\frac hR .
\end{equation}
The total is $4.04\,h/R$. At $h/R=0.002$ this predicts $0.81\%$, and the energy calculation gives $0.80\%$. At $h/R=0.016$ it predicts $6.5\%$ against the computed $6.0\%$, the difference being of higher order. About three quarters of the first-order correction comes from the core giving way. With a rigid core the pressure at $h/R=0.016$ would lie only $1.5\%$ below $p_1$.

A diameter of $125\ \mu$m is a standard size for silica optical fibre, and fibres are coated with metal for use where polymer coatings would fail. A protective metal layer may be much thicker than $1\ \mu$m. At $h/R=0.1$, a coating of about $6\ \mu$m, the estimate \eqref{thermal} would give $36$ MPa, whereas the elastic solution gives $25.9$ MPa; the balance \eqref{law} still holds, but $\sigma_0$ is no longer a good value for $\sigma$. For the $1\ \mu$m coating, the largest of the uncertainties estimated here comes from the assumption that the coating is free of stress before it cools. Plating can leave a growth stress, and in the thin-coating estimate a rough $100$ MPa of it would shift $p$ by $1.6$ MPa, or $28\%$ of $p_1$, upward if tensile and downward if compressive. A rough $5\%$ error in nickel's expansion coefficient, taken as the mean over the temperature interval, would shift it by $5.2\%$; the value used is on the low side, since pure nickel is usually listed near $13.4\times10^{-6}$ K$^{-1}$ at room temperature and expands more strongly when warmer. Atmospheric pressure, by \eqref{ambient} at fixed $\sigma$, adds $0.10$ MPa, or $1.8\%$. An uneven coating breaks the symmetry assumed here, and its effect has not been estimated.

Plastic flow sets a limit to the thermal estimate. For equal hoop and axial stress and negligible radial stress, the von Mises stress equals $\sigma_0$ itself. Against a rough yield stress of $500$ MPa, a value suited to hard, fine-grained plated nickel, the ratio is $0.72$, and it rises to $0.92$ if a tensile growth stress of $100$ MPa is added. The full elastic stresses give slightly lower ratios, $0.69$ and $0.87$, and with the growth stress the coating would yield at a cooling of about $120$ K. Soft annealed nickel yields well below $340$ MPa and would not stay elastic even in the example. Once the coating yields, the stress would level off near the yield stress, or rise slowly if the metal work-hardens, and the elastic estimate, \eqref{thermal} plus any growth stress, would be increasingly too high, while \eqref{law} would still turn the stress actually present into the pressure on the core.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values)
core radius R = 62.5 um, coating thickness h = 1.0 um
cooling from 400 K to 300 K
silica: E = 72 GPa, nu = 0.17, alpha = 0.5 e-6 /K
nickel: E = 200 GPa, nu = 0.31, alpha = 13.0 e-6 /K
THIN-COATING ESTIMATE
h/R = 0.0160
misfit strain = 1.250e-03
hoop stress sigma0 = 362.3 MPa
hoop force per length, one strip = 362.3 N/m
hoop force per length, two strips = 724.6 N/m
core pressure p1 = 5.80 MPa = 57.2 atm
FULL ELASTIC SOLUTION, SAME FIBRE
mean hoop stress = 340.4 MPa
mean axial stress in coating = 330.2 MPa
core pressure = 5.447 MPa
hoop stress at inner face = 343.16 MPa
hoop stress at outer face = 337.71 MPa
drop across coating = 5.447 MPa
BALANCE: h/R, mean hoop stress, core pressure, sigma*h/R (MPa)
0.016  340.42  5.447  5.447
0.100  259.31  25.931  25.931
0.500  121.95  60.973  60.973
h/R = 0.5 with mean coating radius instead of R: 48.778 MPa
AXIAL STRAIN HELD AT +0.001
axial 575.3, hoop 374.9, core pressure 5.998 MPa
HEATING BY THE SAME AMOUNT
hoop -340.4 MPa, core pressure -5.447 MPa
ERROR OF THIN-COATING ESTIMATE
h/R = 0.004: 1.59 %, h/R = 0.002: 0.80 %
NEGLECTED EFFECTS IN THE EXAMPLE
core yields to load: p lower by 6.0 % of p1
hoop stress drop / mean = 1.60 %
ambient pressure adds 0.103 MPa = 1.8 % of p1
growth stress 100 MPa (rough) shifts p by 1.60 MPa = 28 % of p1
nickel alpha change 5 % (rough) shifts p by 5.2 % of p1
sigma0 / yield stress 500 MPa (rough) = 0.72
(sigma0 + growth stress) / yield stress = 0.92
\end{verbatim}
